Lowest subband's share of conductivity in a film with white-noise roughness

**Problem**

A metal film has mean thickness d and hard walls at z = 0 and z = d. Its electrons have an isotropic mass m and, at zero temperature, fill all states up to the Fermi wave number kF. Put ν = kF d/π, taken not to be an integer, so that N = floor(ν) subbands are occupied.

Both walls are weakly rough, their height fluctuations are independent, and nothing else scatters. The roughness is white noise: its height spectrum has a constant value for every in-plane momentum transfer up to 2kF, which no elastic collision can exceed. Beyond 2kF the spectrum must fall off, because a spectrum flat without end would give an infinite mean square height.

(a) Find the coupling between subbands n and m caused by a small wall displacement.

(b) Find the transport lifetime of each subband.

(c) Find the share s of the in-plane conductivity carried by the lowest subband, and show that s → 6/π² as N → ∞. Find the leading correction.

(d) What happens to the share if a bulk scattering rate, equal for all subbands, dominates instead?

(e) Evaluate s for a 5 nm film with a Fermi energy of 7 eV and the free-electron mass, and judge the model for such a film.

**Solution**

Parts (a) to (d) use Hartree atomic units, ħ = m = e = 1. Scattering is treated to lowest order in the roughness, and transport by the Boltzmann equation for separate subbands. This requires level broadening small against the subband spacing, and it leaves out interference between successive collisions.

**(a) The coupling**

In the flat film the transverse states are

φ_n(z) = √(2/d) sin(κ_n z), κ_n = nπ/d.

An electron of energy E = kF²/2 in subband n has the in-plane wave number k_n, where

k_n² = kF² − κ_n².

Let the upper wall move to z = d + f(r), with r the in-plane position. Start from the wave ψ0 = e^{ik·r} φ_n(z), with |k| = k_n, and add a first-order correction ψ1. The wave must vanish on the displaced wall:

0 = ψ(r, d + f) = ψ0(d) + f ψ0′(d) + ψ1(d) + O(f²).

Since ψ0(d) = 0, this gives

ψ1(r, d) = −f(r) φ_n′(d) e^{ik·r}.

Inside the film, ψ1 obeys (∇² + ∂²/∂z² + kF²) ψ1 = 0, where ∇² acts in the plane. Its component in subband m is a_m(r) = ∫ φ_m ψ1 dz, taken from 0 to d. Multiply the equation by φ_m and integrate over z. Two integrations by parts give

∫ φ_m ψ1″ dz = [φ_m ψ1′ − φ_m′ ψ1] + ∫ φ_m″ ψ1 dz
= −φ_m′(d) ψ1(d) − κ_m² a_m.

Here φ_m vanishes at both ends, and ψ1 vanishes at the flat lower wall. Therefore

(∇² + k_m²) a_m = φ_m′(d) ψ1(d) = −f φ_m′(d) φ_n′(d) e^{ik·r}.

A two-dimensional potential V_mn(r) that couples the subbands would give (∇² + k_m²) a_m = 2 V_mn e^{ik·r}. Comparison yields

V_mn = −½ f φ_m′(d) φ_n′(d).

With φ_n′(d) = (−1)ⁿ √(2/d) nπ/d,

|V_mn| = π² n m |f|/d³.

For m = n the coupling is −π²n² f/d³, which is f times the derivative of E_n = n²π²/(2d²) with respect to d, as it must be for a uniform displacement.

The off-diagonal coupling was tested on a channel with a wall ripple f = ε cos(qx), ε = 10⁻⁴ d, where q makes two subband waves degenerate. The ripple has Fourier amplitude ε/2, so the predicted splitting is 2|V| = ε π² n m/d³. Solving the boundary condition on the wavy wall gave splittings equal to this to five digits for the pairs (1,2), (1,3) and (2,3).

**(b) The lifetimes**

Define the spectrum of one wall as the Fourier transform of its height correlation,

W(q) = ∫ ⟨f(r) f(r + R)⟩ e^{−iq·R} d²R.

For plane waves normalized in an area A, the mean squared matrix element is (π²nm/d³)² W(q)/A. The lower wall gives the same magnitude. Because the walls are independent, the cross terms average to zero and the two spectra add; from here on W denotes their constant sum. The golden rule then reads

1/τ_n = 2π Σ_m (π²nm/d³)² W ∫ d²k′/(2π)² δ(k′²/2 − k_m²/2).

The integral is the density of states for one spin:

(1/2π) ∫ k′ dk′ δ(k′²/2 − k_m²/2) = 1/(2π).

Only occupied subbands are open at the Fermi energy, so

1/τ_n = (π⁴W/d⁶) n² S, S = Σ_{m=1}^{N} m².

It remains to show that this is also the transport rate. Under a field along x, let g_n(θ) be the displacement of the Fermi distribution in subband n at in-plane angle θ, per unit force. The linear Boltzmann equation is

k_n cos θ = Σ_m P_nm ∫ (dθ′/2π) [g_n(θ) − g_m(θ′)],

P_nm = (π⁴W/d⁶) n² m².

White noise makes P_nm independent of angle. Try g_n = k_n τ_n cos θ. The incoming term contains the average of cos θ′, which is zero, and the outgoing term gives g_n/τ_n = k_n cos θ. The trial form is therefore a solution, and τ_n is the transport lifetime even though electrons change subband.

**(c) The share and its limit**

With two spins, the sheet conductivity of subband n is

σ_n = 2 × (1/2π) × ⟨k_n cos θ g_n(θ)⟩ = k_n² τ_n/(2π),

since the angular average of cos² θ is ½. Insert k_n² = (π²/d²)(ν² − n²) and τ_n:

σ_n = [d⁴/(2π³WS)] (ν² − n²)/n².

The bracket is the same for every subband and cancels from the share. Writing (ν² − n²)/n² = ν²/n² − 1 and summing,

s = σ_1/Σσ_n = (ν² − 1)/(ν²H − N), H = Σ_{n=1}^{N} 1/n².

Divide numerator and denominator by ν²:

s = (1 − 1/ν²)/(H − N/ν²).

The full series has the sum π²/6. The part missing from H is bounded by telescoping sums, because 1/[n(n+1)] < 1/n² < 1/[n(n−1)]:

1/(N+1) < π²/6 − H < 1/N.

Also ν > N, so 0 < N/ν² < 1/N. The denominator thus lies between π²/6 − 2/N and π²/6. For N ≥ 2, where the lower value is positive,

(6/π²)(1 − 1/ν²) < s < (1 − 1/ν²)/(π²/6 − 2/N).

Both bounds tend to 6/π² = 0.6079, which proves the limit.

For the correction, note that π²/6 − H = 1/N + O(1/N²). Since ν differs from N by less than 1, N/ν² = 1/N + O(1/N²) as well. The denominator is π²/6 − 2/N + O(1/N²), and

s = (6/π²)[1 + 12/(π²N) + O(1/N²)].

The approach is from above and slow: with ν = N + ½, the share is 0.745 at N = 5, 0.679 at N = 10 and 0.615 at N = 100.

The limit has a simple meaning. The electron density in subband n is k_n²/(2π), which becomes equal for all low subbands as ν grows. Their lifetimes still go as 1/n², because an electron moving nearly parallel to the walls has a small normal derivative there and couples weakly to a displacement. The shares tend to (6/π²)/n², and one subband out of very many keeps about 61% of the current.

**(d) Dominant bulk scattering**

If all lifetimes are equal, σ_n is proportional to ν² − n², and

s_bulk = (ν² − 1)/(Nν² − S).

For large N, S ≈ N³/3 and ν ≈ N, so s_bulk ≈ N²/(2N³/3) = 3/(2N), which tends to zero.

This matters for the order of limits. Let d grow at fixed kF and W. Then S ≈ (kF d/π)³/3, and

τ_1 = d⁶/(π⁴WS) ≈ 3d³/(πW kF³).

The surface lifetime of the lowest subband grows as d³, so any fixed bulk rate eventually exceeds its surface rate. As d grows in this way, the limit 6/π² therefore survives only if the bulk rate is zero or falls faster than 1/d³.

Level broadening does not spoil the limit in this way. For the highest occupied subband, 1/τ_N ≈ W kF⁵/(3πd), while the spacing to the next is about πkF/d. Their ratio, W kF⁴/(3π²), does not depend on d and is small for weak enough roughness.

**(e) A 5 nm film**

The Fermi energy gives kF = 13.555 nm⁻¹, hence ν = 21.573, N = 21, H = 1.59843 and S = 3311. With ν² = 465.39,

s = 464.39/(465.39 × 1.59843 − 21) = 464.39/722.89 = 0.642.

The large-N form gives 0.6079 × (1 + 1.2159/21) = 0.643. A numerical solution of the full Boltzmann equation on a grid of angles, with a flat spectrum, also gives 0.642.

The lifetimes need a roughness strength. Take Gaussian correlations δ² exp(−R²/ξ²) on each wall, with δ = 0.03 nm and ξ = 0.15 nm. At small q the two walls together give

W = 2πδ²ξ² = 1.272 × 10⁻⁴ nm⁴.

The lifetimes and the conductance below are those of the white-noise model, which takes this value at every q up to 2kF. Integrating that flat spectrum over q ≤ 2kF gives each wall an rms height of at least √(W kF²/(2π)) = 0.061 nm, twice the Gaussian value.

In ordinary units τ_n acquires a factor m/ħ. For n = 1,

ħτ_1/m = 15625/(97.41 × 1.272 × 10⁻⁴ × 3311) nm² = 381 nm²,

so τ_1 = 3.3 ps, and the mean free path is k_1 × 381 nm² ≈ 5.2 μm. For n = 21 the lifetime is 441 times shorter, 7.5 fs, and the mean free path is 2.7 nm. The sheet conductance is 4.21 S, which corresponds to a resistivity of 5 nm/4.21 S = 0.12 μΩ cm.

The thickness and Fermi energy are rough values in the regime of a thin metal film for advanced chip interconnects, but the assumed roughness height of 0.03 nm is well below that of an atomic step. A height of 0.3 nm would give kFδ ≈ 4, where an expansion in wall displacement fails; the chosen 0.03 nm gives 0.41, which is only moderately small, and the flat spectrum gives at least 0.83, so the white-noise lifetimes and conductance are only indicative. White noise is also hard to reach in a metal, since it requires kFξ ≪ 1 and here kFξ = 2.0. Keeping the Gaussian spectrum in the Boltzmann equation changes the share only to 0.631, but it raises the sheet conductance about threefold, to 12.5 S. At the same thickness and Fermi energy, ξ = 0.3 nm gives 0.596 and ξ = 1 nm gives 0.393, below the white-noise limit. The scattering is then no longer isotropic, so the n² law alone does not fix the weights.

Bulk scattering changes the share most among the effects evaluated. Adding an equal rate for all subbands, with a rough mean free path of 20 nm at the Fermi velocity, lowers the white-noise share to 0.092 and raises the resistivity to 4.4 μΩ cm. The lowest subband loses its advantage because its 5.2 μm surface path is cut to about 20 nm. These values are only indicative: with ℓ = 20 nm the bulk rate broadens each level by ħ²kF/(mℓ) ≈ 0.052 eV, more than the 0.045 eV between the two lowest subbands, which are then no longer separate.

Two other corrections to the white-noise share are small here. Thermal smearing at 300 K leaves it at 0.642, and a barrier 4.5 eV above the Fermi level, in place of hard walls, gives 0.641 with 22 occupied subbands. With surface scattering alone, the broadening ħ/τ_N is 0.088 eV against a spacing of 0.647 eV, so treating the subbands as separate is then reasonable. Grain boundaries and a non-spherical Fermi surface are not included. For a working interconnect, 6/π² is thus not a prediction: it is the many-subband limit of a model in which weak white-noise roughness is the sole source of scattering.

Computed values

```
limit 6/pi^2 = 0.607927
share at N = 1, nu = N+1/2: 1.000000
share at N = 2, nu = N+1/2: 0.903226
share at N = 5, nu = N+1/2: 0.744763
share at N = 10, nu = N+1/2: 0.679154
share at N = 100, nu = N+1/2: 0.615292
share at N = 1000, nu = N+1/2: 0.608666
share at N = 10000, nu = N+1/2: 0.608001
N*(share/limit - 1) at N = 100000: 1.21585
12/pi^2 = 1.21585
wavy-wall splitting / predicted, pairs 12, 13, 23: 1.00000, 1.00000, 1.00000
golden-rule rate, integrated / closed: 1.000000
Fermi energy = 7.0 eV, thickness = 5.0 nm
rms height per wall = 0.03 nm, xi = 0.15 nm
k_fermi = 13.5546 1/nm, nu = 21.5729, N = 21
sum of 1/n^2 = 1.598431, sum of n^2 = 3311
W, both walls = 1.2723e-04 nm^4
lifetime n=1: 3289.0 fs
lifetime n=N: 7.458 fs
mean free path n=1: 5155.6 nm
mean free path n=N: 2.679 nm
white-noise shares n=1,2,3: 0.64240, 0.15956, 0.07015
share n=1 from full Boltzmann equation: 0.64240
sheet conductance = 4.2097 S
surface-only resistivity = 0.1188 uOhm cm
share at k_fermi*xi = 0.1: 0.64238
share at xi = 0.15 nm (k_fermi*xi = 2.03): 0.63054
share at xi = 0.30 nm (k_fermi*xi = 4.07): 0.59558
share at xi = 1.00 nm (k_fermi*xi = 13.55): 0.39308
share with bulk mean free path 20 nm: 0.09220
resistivity with bulk: 4.4160 uOhm cm
share at 300 K (kT = 0.02585 eV): 0.64240
share with barrier 4.5 eV above Fermi level: 0.64146, N = 22
broadening hbar/tau n=N: 0.0883 eV
spacing from N to N+1: 0.6468 eV
k_fermi*height = 0.407, slope = 0.200
k_fermi*height at 0.3 nm: 4.07
```
